\section*{Truncated Coulomb kernels for excitons in wires and dots}

\section{Two charges in a periodic box}

Place two unit charges on the $x$ axis, 2 bohr apart, in a cubic cell of side $L$. Hartree atomic units are used, so their interaction is $1/2$ Ha. A plane-wave calculation repeats the cell, and the first charge then meets copies of the second at $x$ separations $2+nL$, with integer $n$. Cut the interaction to zero beyond a distance $R$ and count what survives.

For $L=5$ and $R=2.5$ bohr, the nearest separations are 2 and $-3$. The first lies inside the cutoff and the second outside, so the periodic calculation gives the isolated value $1/2$ Ha. For $L=3$ and $R=2.1$ bohr, the separations $2$ and $-1$ both count, and the result is $1/2+1=3/2$ Ha. For $L=3$ and $R=1.5$ bohr, the genuine pair is lost and its image is kept, which gives 1 Ha. Copies displaced sideways are at least $L$ away and do not enter in these cases.

The cutoff must therefore be long enough for every genuine pair and short enough to exclude every image pair. In a wire the same must hold across the axis, while the interaction along the axis remains long ranged. That long range produces a logarithm at small axial wavenumber $q$, which needs a rule of its own.

\section{The cell-size condition}

Let $S$ be a region containing all the charge involved, and let $D$ be its diameter, the largest distance between two of its points. For a wire, $S$ is the cross-section. Let $\mathbf T$ denote the lattice vectors in the non-periodic directions, $L$ the length of the shortest non-zero one, and $\Omega$ the cell volume (cell area for a wire). With the convention $f(\mathbf G)=\int f(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d\mathbf r$, a supercell matrix element is
\begin{equation}
M=\frac1\Omega\sum_{\mathbf G}\rho_1^*(\mathbf G)\,v_R(\mathbf G)\,\rho_2(\mathbf G).
\end{equation}
The periodic function $\sum_{\mathbf T}v_R(\mathbf x+\mathbf T)$ has Fourier coefficients
\begin{equation}
\frac1\Omega\int_{\rm cell}\sum_{\mathbf T}v_R(\mathbf x+\mathbf T)e^{-i\mathbf G\cdot\mathbf x}d\mathbf x
=\frac{v_R(\mathbf G)}{\Omega},
\end{equation}
because the cells together fill space and $e^{i\mathbf G\cdot\mathbf T}=1$. Writing out the two density transforms gives
\begin{equation}
M=\sum_{\mathbf T}\iint\rho_1^*(\mathbf r)\,v_R(\mathbf r-\mathbf r'+\mathbf T)\,\rho_2(\mathbf r')\,d\mathbf r\,d\mathbf r'.
\end{equation}
This is the counting of the opening example. Genuine pairs have $|\mathbf r-\mathbf r'|\le D$. For an image, the triangle inequality gives $|\mathbf r-\mathbf r'+\mathbf T|\ge L-D$. The isolated matrix element results if
\begin{equation}
D\le R\le L-D,\qquad\text{which requires } L\ge2D. \label{eq:cell}
\end{equation}
Equality is harmless for smooth densities, since the borderline pairs have zero measure. The choice $R=L/2$ satisfies the condition whenever $L\ge2D$.

The condition is sufficient for any shape. For a positive density filling a ball or disc, it is also the only way to keep every genuine pair and exclude every image, because some pairs come arbitrarily close to separation $D$ in the direction of the shortest $\mathbf T$. If both limits are violated, lost pairs and added images can still cancel by accident. Other shapes can use a smaller cell. For a square cross-section of side $a$ aligned with a square cell, every image separation has a component of at least $L-a$, while genuine pairs reach $\sqrt2a$. Then $\sqrt2a\le R\le L-a$ suffices, so $L\ge(1+\sqrt2)a$.

In a Bethe--Salpeter calculation, $S$ must hold the electron and hole pair densities and the polarisation charge. The screened interaction is $W=v+v\chi v$. If the response $\chi$ also lies in $S$, each factor $v$ connects points of $S$, and the same condition covers $W$. Real densities have tails, and the pair weight outside the allowed range sets the remaining error.

\section{The two kernels}

For a dot, cut $1/r$ at a sphere. The angular average of the plane wave is $\sin(Gr)/(Gr)$, so
\begin{equation}
v(G)=\int_0^R4\pi r^2\,\frac{\sin Gr}{Gr}\,\frac{dr}{r}
=\frac{4\pi}{G^2}\,(1-\cos GR).
\end{equation}
Since $1-\cos GR\to G^2R^2/2$, the entry at $G=0$ is $2\pi R^2$. It is finite because the cut interaction has a finite integral.

For a wire along $z$, write $\rho$ for the transverse distance, $\mathbf g$ for the transverse wavevector and $k=|q|$. Transform $1/r$ along $z$ first. From $-\nabla^2(1/r)=4\pi\delta(\mathbf r)$, the result $u(\rho)$ obeys
\begin{equation}
(-\nabla_\perp^2+k^2)\,u=4\pi\,\delta(\boldsymbol\rho).
\end{equation}
Its decaying solution is $u=2K_0(k\rho)$. The factor 2 follows from $K_0\to-\ln\rho$ at small $\rho$ and $\nabla_\perp^2\ln\rho=2\pi\delta(\boldsymbol\rho)$. Cutting at $\rho=R$ and averaging over the transverse angle leaves
\begin{equation}
v(q,g)=4\pi\int_0^R\rho\,J_0(g\rho)K_0(k\rho)\,d\rho .
\end{equation}
Write $J=J_0(g\rho)$ and $K=K_0(k\rho)$, with primes for $d/d\rho$. Bessel's equations read $(\rho J')'=-g^2\rho J$ and $(\rho K')'=k^2\rho K$. Hence
\begin{equation}
\frac{d}{d\rho}\big[\rho(JK'-KJ')\big]=J(\rho K')'-K(\rho J')'=(g^2+k^2)\,\rho JK .
\end{equation}
At the upper limit, $J'=-gJ_1$ and $K'=-kK_1$. At the lower limit the square bracket tends to $-1$, because $\rho K'\to-1$ and $\rho KJ'\to0$. Subtracting the limits gives
\begin{equation}
v(q,g)=\frac{4\pi}{g^2+k^2}\big[1+gRJ_1(gR)K_0(kR)-kRJ_0(gR)K_1(kR)\big].
\label{eq:wire}
\end{equation}
For $kR\gg1$ both $K$ functions are exponentially small and, at fixed $g$, the uncut kernel $4\pi/(g^2+k^2)$ returns. The sharp cut leaves an oscillating relative correction that grows as $\sqrt{gR}\,K_0(kR)$ at large $g$, where the form factors of smooth densities suppress it. The cutoff matters at long axial wavelengths.

\section{The logarithm at small $q$}

Put $x=kR$ and $\Lambda=\ln(x/2)+\gamma$, with $\gamma$ Euler's constant. From $K_0=-\Lambda(1+x^2/4)+x^2/4+\dots$ and $K_1=-dK_0/dx$ follows
\begin{equation}
xK_1(x)=1+\frac{x^2}{2}\Big(\Lambda-\frac12\Big)+\dots
\end{equation}
For fixed $g\ne0$, the leading terms of Eq.~\eqref{eq:wire} are
\begin{equation}
v(q,g)\to\frac{4\pi}{g^2}\big[1-J_0(gR)-gRJ_1(gR)\Lambda\big].
\label{eq:small}
\end{equation}
At $g=0$ the bracket in Eq.~\eqref{eq:wire} is $1-xK_1(x)$, and division by $k^2=x^2/R^2$ gives
\begin{equation}
v(q,0)\to-2\pi R^2\Big(\Lambda-\frac12\Big).
\label{eq:small0}
\end{equation}

In real space the same limit is $2K_0(k\rho)\to-2\ln k-2\ln\rho+2\ln2-2\gamma$ inside the cutoff. The diverging part does not depend on $\rho$: it is a constant on a disc. When the cell condition holds, its matrix element is $-2\ln k\;Q_1^*Q_2$, where $Q_i$ is the integral of $\rho_i$ over the cross-section. Two cases follow.

\paragraph{A neutral density.} If $Q_1$ or $Q_2$ vanishes, so does the logarithm, and the finite part can be used at $q=0$. Electron--hole exchange is of this kind. Orthogonality of the bands makes each pair charge proportional to $q$ at small $q$, and $q^2\ln k\to0$.

The cancellation depends on the cell. Take a unit charge with profile proportional to $(1-\rho^2)^3$ inside radius 1 bohr, minus a unit charge of the same shape shrunk to radius $1/2$ bohr. With $R=2$ bohr, the computed coefficient of $-\ln k$ is $-2\times10^{-12}$ at $L=4$ bohr. At $L=3$ bohr it is $0.058$, a spurious divergence caused by images.

\paragraph{Charged densities.} In the direct electron--hole term, one pair density belongs to the electron and one to the hole. Each tends to unit charge as $q\to0$ if it is formed within a single band, and to zero charge if it joins two different bands. When both are charged, the logarithm remains, but it is integrable. On a mesh it needs a finite entry at $q=0$.

\section{The entry at $q=0$}

Let the mesh spacing be $\Delta=2\pi/\ell$. A mesh of this kind describes a ring of length $\ell$, the Born--von K\'arm\'an length. Let $V(z)$ be the interaction averaged over the cross-sections of two unit charges, and $v(q)$ its axial transform. At large distance $V\to1/|z|$, so for large $Z$
\begin{equation}
\int_{-Z}^{Z}V\,dz=2\ln Z+C+o(1),\qquad v(q)\to-2\ln|q|-2\gamma+C .
\label{eq:C}
\end{equation}
The same $C$ appears in both. For $V_0=1/\sqrt{b^2+z^2}$ the integral tends to $2\ln(2Z/b)$ and the transform $2K_0(kb)$ to $-2\ln(kb/2)-2\gamma$, so $C=2\ln(2/b)$ in each. The difference $V-V_0$ is integrable, hence it adds its integral to both.

On the ring, the interaction is a sum over images. The image at distance $|n|\ell$ adds roughly the constant $1/(|n|\ell)$, and the sum of these constants diverges. Remove them:
\begin{equation}
U(z)=V(z)+\sum_{n\ne0}\Big[V(z+n\ell)-\frac1{|n|\ell}\Big],
\label{eq:ring}
\end{equation}
with $n$ and $-n$ taken together. This $U$ tends to $V$ as $\ell\to\infty$. Its Fourier coefficients at non-zero mesh points are $v(q)/\ell$, since constants do not contribute there. Its average over the ring fixes the missing entry $v_0$. With images up to $|n|=M$,
\begin{align}
v_0=\int_{\rm ring}U\,dz
&=\lim_{M\to\infty}\Big[\int_{-(M+1/2)\ell}^{(M+1/2)\ell}V\,dz-2\sum_{n=1}^M\frac1n\Big]\\
&=\lim_{M\to\infty}\big[2\ln(M\ell)+C-2\ln M-2\gamma\big]
=2\ln\ell+C-2\gamma .
\end{align}
Comparison with Eq.~\eqref{eq:C} shows that this is the small-$q$ form evaluated at
\begin{equation}
q^*=\frac1\ell=\frac{\Delta}{2\pi}.
\label{eq:qstar}
\end{equation}
In the supercell, set $|q|=1/\ell$ in Eqs.~\eqref{eq:small} and \eqref{eq:small0} and contract with the form factors.

Another choice is to average the logarithm over the central mesh cell alone. Since $(2/\Delta)\int_0^{\Delta/2}\ln q\,dq=\ln(\Delta/2)-1$, this amounts to $q=\Delta/(2e)$, and the entry changes by
\begin{equation}
-2\ln\frac{\Delta}{2e}+2\ln\frac{\Delta}{2\pi}=-2\ln\frac{\pi}{e}\approx-0.289 .
\end{equation}
Averaging one cell leaves the curvature of the logarithm in the neighbouring cells untreated. The resulting error is of first order in $\Delta$.

\section{Screening and the exciton equation}

In a semiconducting wire, the net charge per length induced by a long axial wave that is uniform across the wire is proportional to $q^2$. A simple model with normalised cross-section profile $n(\boldsymbol\rho)$ is $\chi_0=-\alpha q^2n(\boldsymbol\rho)n(\boldsymbol\rho')$. If electron and hole have the same profile, the screening series is geometric:
\begin{equation}
W=v-\alpha q^2v^2+\alpha^2q^4v^3-\dots=\frac{v}{1+\alpha q^2v}.
\label{eq:W}
\end{equation}
The closed form is the solution of the screening equation even where the series diverges. Because $q^2v^2\sim4q^2\ln^2k\to0$, $W$ in this model has the same logarithm and the same constant as $v$ at $q=0$, and the entry $v_0$ serves for $W$ too. A real wire also polarises across its axis, and that response survives at $q=0$. It is neutral, so it leaves the logarithm alone, but it shifts the constant: for a ring of charge of radius $b$ inside a dielectric cylinder of radius $a$ and permittivity $\varepsilon$, $W-v\to-2(1-1/\varepsilon)\ln(a/b)$. The rule $q^*=1/\ell$ then applies to the small-$q$ form of $W$, with the constant taken from the screened interaction. A metallic wire, whose axial response does not vanish as $q\to0$, falls outside this argument.

For two parabolic bands with reduced mass $\mu$, unit Bloch overlaps and no exchange, the Bethe--Salpeter equation becomes
\begin{equation}
\frac{k^2}{2\mu}A_k-\frac1\ell\sum_{k'}W(k-k')A_{k'}=-E_b\,A_k ,
\label{eq:bse}
\end{equation}
where $k$ is now a signed wavenumber and $E_b$ the binding energy relative to the gap. The entry at $k=k'$ sits on the whole diagonal, so changing it by $\delta$ changes every binding energy by $\delta/\ell$.

The method for a wire is then:
\begin{enumerate}
\item Find $D$ from the densities and polarisation charge; choose $L$ and $R$ by Eq.~\eqref{eq:cell}.
\item Tabulate Eq.~\eqref{eq:wire} for $q\ne0$, and Eqs.~\eqref{eq:small} and \eqref{eq:small0} at $1/\ell$ for $q=0$.
\item Contract with the form factors, screen, and diagonalise.
\item Increase $\ell$ until $E_b$ is stable.
\end{enumerate}
For a dot there is no axial mesh: the spherical kernel replaces step 2 and step 4 drops out.

\section{What the numbers show}

\subsection{Valid and invalid cells}

Take a charge proportional to $(1-r^2)^3$ inside radius 1 bohr, so $D=2$ bohr. The isolated dot has $\iint nn'/|\mathbf r-\mathbf r'|=1.81407$ Ha. In the four cells that satisfy Eq.~\eqref{eq:cell}, the supercell sum agrees to better than $10^{-9}$ Ha, whatever the allowed $R$.

With $L=3$ and $R=2$ bohr, images enter and the dot value is too high by $1.55\times10^{-2}$ Ha, or 0.9\%. With $L=4$ and $R=1.2$ bohr, genuine pairs are lost and it is too low by $2.71\times10^{-2}$ Ha, or 1.5\%. With $L=3$ and $R=1.5$ bohr both limits are violated, yet the error is just $-7.7\times10^{-4}$ Ha. The density and kernel are positive, so the lost pairs and the added images contribute with opposite signs, here about $-8\times10^{-4}$ and $+5\times10^{-5}$ Ha. The cancellation is slight; the error is small mainly because this density, which fades towards its edge, has little pair weight at separations beyond 1.5 bohr. A small error at one setting is thus no proof of a sound cell. The wire values follow the same pattern.

\subsection{An exciton in a model wire}

Let the cross-section be Gaussian, $n(\rho)=e^{-\rho^2/2\sigma^2}/(2\pi\sigma^2)$, for electron, hole and polarisation charge. The parameters are $\mu=0.1$, $\sigma=2$ bohr and $\alpha=4$ bohr$^2$, with $L=40$ and $R=20$ bohr. The separation of two such charges has variance $2\sigma^2$ per component, so the pair weight beyond $R$ is $e^{-R^2/4\sigma^2}=e^{-25}\approx10^{-11}$.

The uncut interaction has a closed form. Each form factor is $e^{-g^2\sigma^2/2}$, and with $t=g^2$
\begin{equation}
v(q)=\int\frac{d^2g}{(2\pi)^2}\,\frac{4\pi e^{-g^2\sigma^2}}{g^2+q^2}
=\int_0^\infty\frac{e^{-t\sigma^2}}{t+q^2}\,dt
=e^{q^2\sigma^2}E_1(q^2\sigma^2),
\end{equation}
where $E_1$ is the exponential integral. At small $q$ it tends to $-\gamma-2\ln(|q|\sigma)$. For $\ell=400$ bohr the entry is $2\ln200-0.577=10.02$, as the supercell sum gives.

The reference is the same model solved as a differential equation in $z$, with $E_b=0.16094$ Ha (4.38 eV). This value belongs to a test model and not to a material: the kinetic energy of relative motion is about 1 eV, beyond the range where real bands are parabolic, and screening across the wire and by its surroundings is absent. At $\ell=400$ bohr the three treatments compare as follows.
\begin{itemize}
\item The entry at $1/\ell$ gives an error of $+6.2\times10^{-6}$ Ha.
\item The single-cell average gives $-7.2\times10^{-4}$ Ha, in line with $-0.289/400$.
\item Omitting the entry gives $-2.5\times10^{-2}$ Ha, or 16\% of the binding, in line with $-10.02/400$.
\end{itemize}
From $\ell=200$ to 400 bohr the second error halves, while the first falls by a factor of 7.

\subsection{The error that remains}

Equation~\eqref{eq:ring} also gives the size of the first error. For the bare wire, $V\approx1/|z|-2\sigma^2/|z|^3$ at large distance, since the mean squared transverse separation is $4\sigma^2$. With $a=n\ell$, the images at $\pm a$ add
\begin{equation}
\frac1{a+z}+\frac1{a-z}-\frac2a-\frac{4\sigma^2}{a^3}\approx\frac{2(z^2-2\sigma^2)}{a^3}.
\end{equation}
Summing over $n$ and averaging over the exciton gives, to leading order,
\begin{equation}
\delta E_b=\frac{2\zeta(3)}{\ell^3}\big(\langle z^2\rangle-2\sigma^2\big).
\end{equation}
With $\langle z^2\rangle=30.0$ bohr$^2$ and $\ell=100$ bohr this is $2.404\times22.0\times10^{-6}=5.29\times10^{-5}$ Ha. The computed error is $5.36\times10^{-5}$ Ha.

Screening adds a slower tail. The leading change in Eq.~\eqref{eq:W} is $-\alpha q^2v^2$, which contains $\ln^2|q|$. For $z\ne0$, the inverse transform of $|q|^s$ is
\begin{equation}
-\frac{\sin(\pi s/2)\,\Gamma(1+s)}{\pi|z|^{1+s}}
=-\frac{s}{2|z|}+\frac{s^2}{2}\,\frac{\ln|z|+\gamma}{|z|}+\dots
\end{equation}
Matching powers of $s$ sends $\ln|q|$ to $-1/(2|z|)$ and $\ln^2|q|$ to $(\ln|z|+\gamma)/|z|$. Thus $v^2=4(\ln|q|+\ln\sigma+\gamma/2)^2$ becomes $4[\ln(|z|/\sigma)+\gamma/2]/|z|$. The factor $-q^2$ is a second derivative, so the added tail is
\begin{equation}
\delta W(z)\approx\frac{4\alpha}{|z|^3}\Big[2\ln\frac{|z|}{\sigma}+\gamma-3\Big].
\end{equation}
Summed over both sides, with $\sum_n n^{-3}\ln n\approx0.198$, it contributes
\begin{equation}
\frac{8\alpha}{\ell^3}\Big\{\zeta(3)\Big[2\ln\frac\ell\sigma+\gamma-3\Big]+0.396\Big\}.
\end{equation}
At $\ell=400$ bohr this is $5.1\times10^{-6}$ Ha. The earlier term, with the screened root-mean-square $z$ of 6.13 bohr, adds $1.1\times10^{-6}$ Ha. Their sum, $6.2\times10^{-6}$ Ha, matches the computed error. The logarithm in this tail explains why doubling $\ell$ gains a factor of 7 and not 8.

These estimates assume an exciton much shorter than the ring. They concern convergence within the model, which leaves out exchange, band structure beyond two parabolas and transverse excitations. The full set of values is in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
COMPACT CHARGE, radius 1 bohr, D = 2.0 bohr
isolated dot energy integral: 1.81406828 Ha
wire axial q: 0.50 1/bohr
isolated wire interaction: 3.17223177 (a.u.)
L, R in bohr; dot error in Ha; wire error in a.u.
L=4.0 R=2.0 dot -3.51e-10 wire -5.33e-15
L=5.0 R=2.0 dot -5.44e-10 wire +3.02e-14
L=5.0 R=2.5 dot -3.60e-10 wire +5.86e-14
L=5.0 R=3.0 dot -3.78e-10 wire +4.44e-14
L=3.0 R=2.0 dot +1.55e-02 wire +3.14e-02
L=4.0 R=1.2 dot -2.71e-02 wire -2.72e-02
L=3.0 R=1.5 dot -7.74e-04 wire -6.21e-04
NEUTRAL CROSS-SECTION, R = 2 bohr
energy integral per length, cell: 0.49340932 Ha/bohr
same, real space: 0.49340932 Ha/bohr
coefficient of -ln q, L=4 bohr: -2.1e-12
coefficient of -ln q, L=3 bohr: +5.829e-02
EXCITON MODEL
reduced mass: 0.10 electron masses
sigma: 2.0 bohr; alpha: 4.0 bohr^2
L: 40.0 bohr; R: 20.0 bohr
k cutoff: 6.0 1/bohr
Gaussian pair weight beyond R: 1.4e-11
bare binding, real space: 0.181181 Ha
bare mean z^2: 30.010 bohr^2
bare mesh error, ell=100 bohr: +5.363e-05 Ha
image prediction of it: +5.292e-05 Ha
screened binding, real space: 0.160943 Ha
screened binding: 4.3795 eV
screened rms z: 6.129 bohr
2 ln(pi/e): 0.28946
ell = 100 bohr, spacing = 0.06283 1/bohr
  q=0 entry at 1/ell: 7.24683 (a.u.)
  q=0 entry, cell average: 6.95737 (a.u.)
  1/ell: 0.161241 Ha, error +2.98e-04 Ha
  average: 0.158346 Ha, error -2.60e-03 Ha
  omitted: 0.088773 Ha, error -7.22e-02 Ha
ell = 200 bohr, spacing = 0.03142 1/bohr
  q=0 entry at 1/ell: 8.63312 (a.u.)
  q=0 entry, cell average: 8.34366 (a.u.)
  1/ell: 0.160986 Ha, error +4.34e-05 Ha
  average: 0.159539 Ha, error -1.40e-03 Ha
  omitted: 0.117820 Ha, error -4.31e-02 Ha
ell = 400 bohr, spacing = 0.01571 1/bohr
  q=0 entry at 1/ell: 10.01942 (a.u.)
  q=0 entry, cell average: 9.72996 (a.u.)
  1/ell: 0.160949 Ha, error +6.23e-06 Ha
  average: 0.160225 Ha, error -7.17e-04 Ha
  omitted: 0.135900 Ha, error -2.50e-02 Ha
\end{verbatim}
